# The third-order R^-11 term between two S-state atoms, evaluated for hydrogen, part 2

Two neutral ground-state S atoms A and B, with clamped nuclei a distance \(R\) apart, interact through the nonrelativistic unretarded Coulomb Hamiltonian, without exchange. Which odd power of \(1/R\) comes first in their energy, and with what coefficient? Atomic units are used, \(\alpha\) is the fine-structure constant, and \(E=\sum_n e_nR^{-n}\), with \(e_n=-C_n\) and \(e_{11}=W_{11}\).

The interaction \(V\) is a sum of terms \(V_{ab}/R^{a+b+1}\), with multipole rank \(a\) on A and \(b\) on B; neutrality removes rank 0. Inverting each atom's electrons through their own nucleus turns \(V(R)\) into \(-V(-R)\) and leaves the energies unchanged, so even orders contain only even powers of \(1/R\) and odd orders only odd powers. In third order,

\[ E^{(3)}=+\langle0|VGVGV|0\rangle,\qquad G=\sum_{k\ne0}|k\rangle\langle k|/(E_k-E_0), \]

where \(|0\rangle\) is the unperturbed state. The three ranks on each atom must satisfy the triangle rule and have an even sum. The lowest set is \(\{1,1,2\}\), which on both atoms gives \(R^{-11}\).

The angular factors are \(\tfrac{24}{25}\) for orderings of \(V_{11}V_{11}V_{22}\) and \(\tfrac{8}{25}\) for orderings of \(V_{11}V_{12}V_{21}\). They are built from the sphere averages \(t(m,m')=\langle C_{1m}C_{1m'}C_{2,-m-m'}\rangle\), with \(C_{lm}=\sqrt{4\pi/(2l+1)}\,Y_{lm}\) and \(t(0,0)=\tfrac{2}{15}\).

The radial functions satisfy

\[ (h_a+h_b-E_0)F_{ab}=r_1^ar_2^b\,u_0(r_1)u_0(r_2), \]

with \(h_l=-\tfrac12\partial_r^2+l(l+1)/2r^2+U(r)\); for hydrogen \(U=-1/r\), \(u_0=2re^{-r}\), \(E_0=-1\) hartree. With the quadrupole in factor \(p\) on A and \(q\) on B, the radial integrals \(S_{pq}\) reduce for identical atoms to four:

\[ S_{22}=\iint F_{11}r_1^2r_2^2F_{11},\qquad S_{11}=\iint F_{11}\,r_1r_2\,F_{22}, \]
\[ S_{12}=\iint F_{11}\,r_1r_2^2\,F_{21},\qquad S_{13}=\iint F_{12}\,r_1r_2\,F_{21}. \]

The coefficient, positive (repulsive) for hydrogen, is

\[ W_{11}=\tfrac{24}{25}\,(S_{22}+2S_{11})+\tfrac{8}{25}\,(4S_{12}+2S_{13}). \]

**Q.** You leaned on neutrality. Show me that it matters.

**A.** Replace B by a bare proton, again without exchange. The interaction with a neutral H atom is \(V=-\sum_{l\ge1}r^lP_l/R^{l+1}\), the \(l=0\) part cancelling against the nucleus. Only one atom has selection rules, so \(\{1,1,2\}\) gives the power \(4+3=7\), and three electron charges give a minus sign. This case can be solved in closed form by the Dalgarno–Lewis method. Put \(f_l=g\,u_0\) in \((h_l+\tfrac12)f_l=r^lu_0\). With \(u_0'/u_0=1/r-1\) and the equation for \(u_0\),

\[ -\tfrac12g''-\frac{g'}{r}+g'+\frac{l(l+1)}{2r^2}g=r^l, \]

and the left side maps \(r^k\) to \(\tfrac12[l(l+1)-k(k+1)]r^{k-2}+kr^{k-1}\). For \(l=1\), \(r\to1\) and \(r^2/2\to-1+r\), so \(g_1=r+r^2/2\). For \(l=2\), \(r^2/2\to r\) and \(r^3/3\to-r+r^2\), so \(g_2=r^2/2+r^3/3\). The 1s moments \(\langle r^n\rangle=(n+2)!/2^{n+1}\) are \(\tfrac{45}2,\tfrac{315}4,315\) for \(n=4,5,6\). With the quadrupole in the middle or at an end,

\[ T_{\rm mid}=\langle r^2g_1^2\rangle=\langle r^4+r^5+\tfrac14r^6\rangle=180, \]
\[ T_{\rm end}=\langle r g_1g_2\rangle=\langle\tfrac12r^4+\tfrac7{12}r^5+\tfrac16r^6\rangle=\tfrac{45}4+\tfrac{735}{16}+\tfrac{105}2=109.6875, \]
\[ E^{(3)}=-t(0,0)\frac{T_{\rm mid}+2T_{\rm end}}{R^7}=-\frac{2}{15}\cdot\frac{399.375}{R^7}=-\frac{53.25}{R^7}, \]

with the coefficient in hartree bohr\(^7\). The odd series of the ion starts at \(R^{-7}\) and is attractive there.

**Q.** The pair equation does not separate, since the denominators are sums. How is it solved?

**A.** By diagonalizing \(h_1\) and \(h_2\) in \(N\) orthonormal Laguerre functions \(r^{l+1}e^{-\zeta r}L_k^{2l+2}(2\zeta r)\), \(k=0,\dots,N-1\). The eigenpairs \((\epsilon^l_i,\phi^l_i)\) stand in for bound and continuum states together, and

\[ F_{ab}=\sum_{ij}\frac{\langle\phi^a_i|r^au_0\rangle\langle\phi^b_j|r^bu_0\rangle}{\epsilon^a_i+\epsilon^b_j-E_0}\,\phi^a_i(r_1)\phi^b_j(r_2). \]

The case \(N=1\), \(\zeta=1\) can be done by hand. The function \(r^ne^{-r}\) with \(n=l+1\) is a hydrogenic eigenfunction for charge \(Z=n\) with energy \(-\tfrac12\), so the virial theorem gives kinetic energy \(\tfrac12\) and \(\langle1/r\rangle=1/n\). In hydrogen its energy is \(\tfrac12-\tfrac1n\): 0 for p and \(\tfrac16\) for d. The pair gaps are \(1\) (pp), \(\tfrac76\) (pd), \(\tfrac43\) (dd). The sources \(r^lu_0\) are proportional to the basis functions, so \(F_{ab}\) is the source over the gap, and every numerator is \(\langle r^4\rangle^2=22.5^2=506.25\):

\[ W_{11}(1)=506.25\left[0.96+1.92\cdot\tfrac34+1.28\cdot\tfrac67+0.64\cdot\tfrac{36}{49}\right]=506.25\times3.96735=2008.47, \]

as in the numerical output that follows this text. The values for \(N=2,3,5,8\) are 3663.09, 3469.43, 3474.900 and 3474.898 hartree bohr\(^{11}\). They approach the limit from both sides, so a finite basis gives no bound on \(W_{11}\). With \(N=35\) the same pseudostates were tested against the closed forms \(T_{\rm mid}\), \(T_{\rm end}\) and the polarizabilities 4.5 and 15 a.u., to \(10^{-9}\) relative.

**Q.** Give me the four pieces and the sum.

**A.** For \(N=35\), in hartree bohr\(^{11}\):

- \(0.96\times S_{22}=0.96\times1038.10424=996.580\) (28.68 %)
- \(1.92\times S_{11}=1.92\times594.85037=1142.113\) (32.87 %)
- \(1.28\times S_{12}=1.28\times763.62801=977.444\) (28.13 %)
- \(0.64\times S_{13}=0.64\times560.56469=358.761\) (10.32 %)

The sum is \(W_{11}=-C_{11}=+3474.898\) hartree bohr\(^{11}\), that is 3474.9, or 86.16 eV Å\(^{11}\). The literal dipole-quadrupole-dipole ordering supplies 28.68 % of it. If all denominators are replaced by one number \(\Delta\), closure gives \(W_{11}=(0.96+1.92+1.28+0.64)\langle r^4\rangle^2/\Delta^2=2430/\Delta^2\), and the computed value corresponds to \(\Delta=0.836\) hartree. This lies above the lowest pp gap, \(2\times\tfrac38=0.75\) hartree, and below all the \(N=1\) gaps; since \(\Delta\) is read off from the result, this restates the low \(N=1\) value in terms of denominators and does not explain it.

**Q.** A wrong multiplicity or a missed ordering would converge just as nicely.

**A.** It would, so the radial integrals and the counting were tested separately, the counting along routes that do not use the formula. The radial side first, where the formula's weights are taken as given. Going from \(N=35\) to \(N=25\), or from \(\zeta=1\) to \(0.8\), changes \(W_{11}\) by less than \(10^{-7}\) relative. Finite differences on uniform grids with \(h=0.08\) and \(0.04\) bohr give 3475.241 and 3474.984, and removing the \(h^2\) error gives \((4\times3474.984-3475.241)/3=3474.898\); each extrapolated \(S\) agrees with the Laguerre value to \(5\times10^{-5}\) relative or better.

For the counting, the Rayleigh–Schrödinger recursion in powers of \(1/R\) was run in the full product basis of \((n,l,m)\) states with \(l\le4\) and \(N=12\). Angular matrix elements came from quadrature, with conservation of \(m\) built in but no triangle or parity rule imposed. It gives \(e_3,e_4,e_5,e_7,e_9\) zero to rounding, and \(e_{11}\) equal to the formula in the same radial basis to \(10^{-9}\) relative.

Finally, the eigenvalue connected to \(|0\rangle\) was computed without expansion in orders, in a basis with \(l\le2\), \(N=6\), at \(+R\) and \(-R\). At 40 bohr the energy with \(-V(R)\) equals that with \(V(-R)\), which tests the parity argument. The odd part times \(R^{11}\), taken at four distances from 40 to 80 bohr and extrapolated in \(1/R^2\), gives 3474.898, the value of the formula for \(N=6\). At 40 bohr itself it is 3579.091, an excess of 104, about half of \(e_{13}/R^2=326986.9/1600=204\). The small basis has no f states, which the rank set \(\{1,2,3\}\) needs in \(e_{13}\) when the octupole acts first or last, so it does not reproduce the full \(e_{13}\). Higher odd terms, from \(R^{-15}\) on, also contribute to the excess at 40 bohr, which is therefore not a measure of \(e_{13}\) alone.

**Q.** How large is the term where one might use it?

**A.** Small, and not cleanly separated from its neighbours. The recursion gives \(e_6=-6.499027\), \(e_8=-124.3991\), \(e_{10}=-3285.828\), \(e_{12}=-122727.6\), each in hartree bohr\(^n\). At 15 bohr the \(R^{-11}\) term is \(+4.017\times10^{-10}\) hartree (\(8.817\times10^{-5}\) cm\(^{-1}\)), which is \(3474.898/(15\times3285.828)=0.0705\) of the \(R^{-10}\) term and \(7.04\times10^{-4}\) of the \(R^{-6}\) term in magnitude. The \(R^{-12}\) term, \(-9.459\times10^{-10}\) hartree, is larger, and it stays larger out to \(R=122727.6/3474.898=35.3\) bohr. At 10 bohr the \(R^{-13}\) term, \(3.270\times10^{-8}\) hartree, nearly equals the \(R^{-11}\) term, \(3.475\times10^{-8}\) hartree. At these distances a series cut after \(R^{-11}\) omits a term larger than the last one kept.

**Q.** And for real hydrogen atoms, is \(R^{-11}\) still the first odd power?

**A.** The statement belongs to the model, and the number 3474.9 is a coefficient of that model and has not been compared with any measurement here. Four of the effects left out matter for this question. Exchange depends on the overlap of exponentially decaying orbitals and was not computed; it dies out faster than any power of \(1/R\), but at 10 bohr it is still larger than the \(R^{-11}\) term. Finite nuclear mass replaces the electron mass by the reduced mass \(\mu\). Lengths scale as \(1/\mu\) and energies as \(\mu\), so \(C_6\), four lengths over an energy gap, scales as \(\mu^{-5}\), and the energy shifts by \(-5(m_e/m_p)C_6/R^6\). Finite light speed enters through the delay \(\omega R/c\sim\alpha R\) for atomic frequencies, and for \(\alpha R\ll1\) a relative correction \((\alpha R)^2\) to \(R^{-6}\), assumed here and not derived, sets the scale \(\alpha^2/R^4\); the parity argument was made for the Coulomb Hamiltonian and does not exclude odd powers from retardation. The Casimir–Polder dipole formula, not derived here, gives the retardation term as \(+W_4\alpha^2/R^4\) with \(W_4=\pi^{-1}\int_0^\infty\omega^2\alpha_1(i\omega)^2d\omega=0.463\) for hydrogen, \(\alpha_1\) being the dipole polarizability. The numerical output lists both scales without the factors 5 and 0.463. With them, the mass and retardation shifts are in magnitude \(1.8\times10^{-8}\) and \(2.5\times10^{-9}\) hartree at 10 bohr, about half and 7 % of the \(R^{-11}\) term; \(1.6\times10^{-9}\) and \(4.9\times10^{-10}\) at 15 bohr, about four times and slightly above it; \(2.8\times10^{-10}\) and \(1.5\times10^{-10}\) at 20 bohr, well above its \(1.697\times10^{-11}\) hartree. The fourth is the electron magnetic moments, whose dipole-dipole coupling is an odd power, \(R^{-3}\), with a prefactor of order \(\alpha^2\): \(\alpha^2(\mathbf s_1\cdot\mathbf s_2-3s_{1z}s_{2z})/R^3\) for \(g=2\). It vanishes for the singlet; in the triplet it gives \(-\alpha^2/2R^3\) for \(M_S=\pm1\) and \(+\alpha^2/R^3\) for \(M_S=0\), and \(\alpha^2/R^3\) is 1.5 times the \(R^{-11}\) term at 10 bohr and 39 times at 15 bohr. Within the Coulomb model the result also needs nondegeneracy. H(1s)+H(2s) is a pair of S states, but it is degenerate with 2s1s, 1s2p and 2p1s, the operator \(G\) above does not exist as defined, and degenerate perturbation theory with its own power counting takes over.

## Numbers as computed

```
15 t(0,0) = 2.000000
15 t(1,-1) = 1.000000
15 t(1,0) = -1.732051
15 t(1,1) = 2.449490
angular factor V11 V11 V22 = 0.96000000
angular factor V11 V12 V21 = 0.32000000
alpha1 = 4.500000 a.u.
alpha2 = 15.000000 a.u.
T_mid = 180.000000 a.u.
T_end = 109.687500 a.u.
proton-H third-order coefficient = -53.250000 hartree bohr^7
S22 = 1038.10424 a.u., weight 0.96, part 996.5801 (28.68 %)
S11 = 594.85037 a.u., weight 1.92, part 1142.1127 (32.87 %)
S12 = 763.62801 a.u., weight 1.28, part 977.4439 (28.13 %)
S13 = 560.56469 a.u., weight 0.64, part 358.7614 (10.32 %)
W11(N=1) = 2008.46939 hartree bohr^11
W11(N=2) = 3663.09004 hartree bohr^11
W11(N=3) = 3469.42732 hartree bohr^11
W11(N=5) = 3474.90032 hartree bohr^11
W11(N=8) = 3474.89804 hartree bohr^11
W11(N=12) = 3474.89804 hartree bohr^11
W11(N=25) = 3474.89804 hartree bohr^11
W11(N=35) = 3474.89804, zeta=0.8: 3474.89804 hartree bohr^11
W11 fin. diff. h=0.08, 0.04, extrap. = 3475.241, 3474.984, 3474.898
recursion: max |e_n|, n=3,4,5,7,9 = 4e-27 a.u.
recursion: e_6 = -6.499027 hartree bohr^6
recursion: e_8 = -124.3991 hartree bohr^8
recursion: e_10 = -3285.828 hartree bohr^10
recursion: e_11 = 3474.898 hartree bohr^11
recursion: e_12 = -122727.6 hartree bohr^12
recursion: e_13 = 326986.9 hartree bohr^13
eigenvalue odd part *R^11 at R=40 bohr = 3579.091 a.u.
extrapolated = 3474.898, formula N=6 = 3474.898 hartree bohr^11
W11 = 86.1599 eV angstrom^11
<r^4> = 22.5000 bohr^4, effective pair gap = 0.8362 hartree
R=10 bohr, n=6,8,10: -6.499e-06 -1.244e-06 -3.286e-07 hartree
   n=11,12,13: 3.475e-08 -1.227e-07 3.270e-08 hartree
   n=11: 7.627e-03 cm^-1; |11/10| = 0.1058; |11/6| = 5.35e-03
   scales: alpha^2/R^4 = 5.3e-09, (me/mp)C6/R^6 = 3.5e-09 hartree
R=15 bohr, n=6,8,10: -5.706e-07 -4.854e-08 -5.698e-09 hartree
   n=11,12,13: 4.017e-10 -9.459e-10 1.680e-10 hartree
   n=11: 8.817e-05 cm^-1; |11/10| = 0.0705; |11/6| = 7.04e-04
   scales: alpha^2/R^4 = 1.1e-09, (me/mp)C6/R^6 = 3.1e-10 hartree
R=20 bohr, n=6,8,10: -1.015e-07 -4.859e-09 -3.209e-10 hartree
   n=11,12,13: 1.697e-11 -2.996e-11 3.992e-12 hartree
   n=11: 3.724e-06 cm^-1; |11/10| = 0.0529; |11/6| = 1.67e-04
   scales: alpha^2/R^4 = 3.3e-10, (me/mp)C6/R^6 = 5.5e-11 hartree
```
